# Why selected determinants need not give spin eigenstates: stretched H4

## Definitions and conventions

A selected configuration interaction calculation chooses a list $L$ of Slater determinants and finds the lowest eigenvector of the Hamiltonian $H$ in their span. With $P$ the projector on that span, the operator diagonalized is $PHP$. The coefficients of the determinants are varied freely.

The Hamiltonian contains no spin operators, and up and down electrons share one set of orthonormal spatial orbitals. Spin is in units of $\hbar$, so a state of total spin $S$ has $S^2$ eigenvalue $S(S+1)$: 0 for a singlet, 2 for a triplet, 6 for a quintet. All determinants in the example have $M_s=0$.

A *configuration* is a set of spatial occupation numbers, such as 2200 or 1111 for four orbitals. An orbital occupied once is an open shell; $n$ is the number of open shells. A configuration with open shells has several *arrangements* of the spins, each a determinant. For 1111 at $M_s=0$ there are six, written for example $uddu$ (orbital 1 up, 2 and 3 down, 4 up). A configuration is *complete* in $L$ if all its arrangements with the given $M_s$ are present.

Signs depend on the order of the creation operators. Here they are ordered orbital by orbital, up before down within an orbital.

The belief to be examined is that the lowest vector over selected determinants is a spin eigenstate. A related claim is that any fault comes from missing spin-flipped partners, and that completing the configurations is the only cure. The first is false; the second needs correction.

## How $S^2$ acts on a determinant

Let $a^\dagger_{pu}$ and $a^\dagger_{pd}$ create an up or a down electron in orbital $p$, and define
$$S_+=\sum_p a^\dagger_{pu}a_{pd},\qquad S_-=\sum_p a^\dagger_{pd}a_{pu}.$$
Since $S_x^2+S_y^2=\tfrac12(S_+S_-+S_-S_+)$ and $S_+S_-=S_-S_++2S_z$,
$$S^2=S_-S_++S_z(S_z+1). \tag{1}$$
At $M_s=0$ the last term vanishes, leaving
$$S^2=\sum_{p,q}a^\dagger_{pd}a_{pu}\,a^\dagger_{qu}a_{qd}. \tag{2}$$

The terms with $p=q$ equal $n_{pd}(1-n_{pu})$, where $n_{pu}$ and $n_{pd}$ are occupation numbers. They count the open shells with spin down. At $M_s=0$ half of the open shells are down, so the diagonal element of $S^2$ is $n/2$.

A term with $p\neq q$ turns a down spin in $q$ up and an up spin in $p$ down. It gives zero unless both orbitals are open shells. Each factor, such as $a^\dagger_{pd}a_{pu}$, is a product of two fermion operators, so it passes the creation operators of other orbitals without a sign. It then replaces $a^\dagger_{pu}$ by $a^\dagger_{pd}$ in place. The matrix element is therefore $+1$.

In summary, $S^2$ has diagonal elements $n/2$, elements $+1$ between arrangements of one configuration that differ by one exchange of opposite spins, and zeros elsewhere. In particular, it never connects different configurations, and a closed-shell determinant is a singlet.

## Four open shells

Group the six arrangements of 1111 into three pairs, each a determinant $d$ and its global spin flip $\bar d$:
$$(uudd,dduu),\quad (udud,dudu),\quad (uddu,duud).$$
From any $d$, one of two up spins can be exchanged with one of two down spins. This gives four arrangements, namely all except $d$ and $\bar d$. The same four are reached from $\bar d$. Hence
$$S^2(d-\bar d)=2(d-\bar d), \tag{3}$$
$$S^2(d+\bar d)=2(d+\bar d)+2\,(\text{sum of the other four}). \tag{4}$$
The three differences are triplets. For the sums, take the normalized vectors $v_i=(d_i+\bar d_i)/\sqrt2$, $i=1,2,3$. Equation (4) becomes
$$S^2v_i=2(v_1+v_2+v_3). \tag{5}$$
The vector $Q=(v_1+v_2+v_3)/\sqrt3$ has eigenvalue 6 and is the quintet. Every combination of the $v_i$ whose coefficients sum to zero has eigenvalue 0, which gives two independent singlets.

Now let $x,y,z$ be the coefficients of $uudd$, $udud$ and $uddu$, with equal coefficients on the flipped partners. This part of the vector is $\sqrt2(xv_1+yv_2+zv_3)$. By equation (5), every element of $S^2$ between the $v_i$ is 2, so its contribution is
$$\langle S^2\rangle=2\left[\sqrt2(x+y+z)\right]^2=4(x+y+z)^2. \tag{6}$$
If the rest of the normalized vector is a singlet, equation (6) is the whole expectation value. The quintet weight is then one sixth of it, $\tfrac23(x+y+z)^2$. A singlet requires $x+y+z=0$, a condition that a single pair with nonzero coefficient cannot satisfy.

## The counter-example: a stretched H4 chain

Take four hydrogen atoms on a line, 3.0 bohr apart, in the STO-3G basis with restricted Hartree–Fock (RHF) orbitals. There are four orbitals and 36 determinants with $M_s=0$. Full CI in this basis gives $-1.970870$ hartree. It is the reference for the selection, but it is not a converged energy of the chain. In the cc-pVDZ basis full CI lies about 0.13 hartree lower, at $-2.104$ hartree, and the RHF energy drops by about 0.20 hartree. The energies and coefficients below belong to this four-orbital model.

The list starts from the RHF determinant 2200. At each stage, with current energy $E$ and vector $c$, an outside determinant $d$ is ranked by its second-order energy estimate
$$\frac{|\langle d|H|c\rangle|^2}{|E-\langle d|H|d\rangle|}. \tag{7}$$
The highest-ranked one is added, and determinants tied with it enter together. Selected stages are listed below. The overall sign of each vector is arbitrary, so only the relative signs within a row have meaning.

| Determinants | $x$ | $y$ | $z$ | $\langle S^2\rangle$ |
|---:|---:|---:|---:|---:|
| 4 | 0 | 0 | −0.2310 | 0.2135 |
| 6 | 0 | 0 | −0.2668 | 0.2848 |
| 9 | 0 | 0.0753 | −0.2338 | 0.1005 |
| 10 | 0 | 0.0996 | −0.2202 | 0.0582 |
| 12 | −0.0631 | −0.1279 | 0.1910 | 0.0000 |
| 20 | −0.0575 | −0.1358 | 0.1933 | 0.0000 |

At six determinants the list holds the closed shells 2200, 2020, 0202 and 0022 and the pair $uddu$, $duud$. Both spin-flipped partners are present. Nevertheless, equation (6) gives
$$\langle S^2\rangle=4(0.26684)^2=0.2848,$$
and the quintet weight is $0.2848/6=0.0475$. The vector is neither a singlet nor any other spin eigenstate. Equation (4) shows the cause: $S^2$ acting on the pair produces the four arrangements that are missing.

Between four and six determinants only closed shells are added, yet the contamination grows. These determinants are themselves singlets, but in their presence the optimized $|z|$ is larger. A longer list need not be a purer one.

Completing 1111 in the six-determinant list gives ten determinants. The result has $\langle S^2\rangle=0$ to the printed accuracy, and the energy falls from $-1.952235$ to $-1.962629$ hartree, by 0.0104 hartree. That it does not rise follows from the variational principle, because the larger span contains the smaller one.

In the growth itself, purity returns at 12 determinants, when the third pair enters. The sum $-0.0631-0.1279+0.1910$ is zero. The full set of 36 determinants is not needed for this.

For comparison, the largest $\langle S^2\rangle$ during the same growth procedure is 0.027 at a spacing of 1.8 bohr and 0.285 at 3.0 bohr. Two spacings show the difference but establish neither its cause nor a law. The values also depend on the basis: in 6-31G, over about the first 120 determinants, the peaks are 0.022 and 0.181.

## What spin-flipped partners do and do not repair

Let $F$ exchange up and down in every creation operator. It leaves $H$ unchanged. Open shells simply have their spins reversed, but each doubly occupied orbital gives a factor $-1$, because restoring the order up before down interchanges two fermion operators.

For four electrons at $M_s=0$ there are three cases.

- With no open shell there are two doubly occupied orbitals, so $F=(-1)^2=+1$. The state is a singlet.
- With two open shells, $S^2$ has the matrix $\begin{pmatrix}1&1\\1&1\end{pmatrix}$ on the arrangements $ud$ and $du$. Their sum is a triplet and their difference a singlet. The one doubly occupied orbital gives a factor $-1$, so $F=-1$ for the triplet and $F=+1$ for the singlet.
- With four open shells there is no extra sign. The triplets $d-\bar d$ have $F=-1$; the singlets and the quintet have $F=+1$.

Thus $F=(-1)^S$ for four electrons. If the list contains every flipped partner, $F$ commutes with $PHP$ on its span, and a nondegenerate eigenvector has either $F=+1$ or $F=-1$. A vector with $F=+1$ has no triplet part, but $F$ cannot tell a singlet from a quintet. This is the situation in the table. It also justifies equation (6) there, since any part with two open shells must be a singlet.

The ranking (7) keeps partners together when ties are respected. If $Fc=c$, then $|\langle\bar d|H|c\rangle|=|\langle d|H|c\rangle|$, and the diagonal energies of $d$ and $\bar d$ are equal as well. A limit on the number of determinants can nevertheless cut through a tie.

Suppose the list is limited to three: 2200, 2020 and one member $d$ of the first open-shell pair. Its coefficient has magnitude $|c_d|=0.24403$. Writing $d=\tfrac12(d-\bar d)+\tfrac12(d+\bar d)$ shows that half the weight of $d$ is triplet. Its overlap with the quintet, the equal sum of six arrangements, is $1/\sqrt6$. The weights in the vector are therefore
$$w_{\text{triplet}}=\frac{c_d^2}{2}=0.0298,\qquad w_{\text{quintet}}=\frac{c_d^2}{6}=0.0099,$$
and $\langle S^2\rangle=2w_{\text{triplet}}+6w_{\text{quintet}}=2c_d^2=0.1191$. Restoring the partner removes the triplet but not the quintet.

## The general statement and its proof

**Statement.** At fixed $M_s$, the span of a list $L$ of determinants is invariant under $S^2$ if and only if every configuration that occurs in $L$ is complete. If it is, every nondegenerate eigenvector of $PHP$ in the span is a spin eigenstate, and degenerate eigenvectors can be chosen to be spin eigenstates.

**Completeness is sufficient for invariance.** $S^2$ turns a determinant into a combination of arrangements of the same configuration with the same $M_s$. If all of these are in $L$, the result stays in the span. For $M_s\neq0$, equation (1) changes only the diagonal elements, so the argument is the same.

**Completeness is necessary for invariance.** Two different arrangements of one configuration have equal numbers of up spins. Hence there is an open shell that is up in the first and down in the second, and another for which the reverse holds. Exchanging these two spins in the first arrangement removes two differences. Repeating this leads from any arrangement to any other by single exchanges.

Suppose $L$ contains some arrangements of a configuration but not all. A path of exchanges from a present one to a missing one must contain a step from some $D$ in $L$ to some $D'$ outside it. For that step $\langle D'|S^2|D\rangle=1$, so $S^2D$ has a component outside the span. The span is not invariant.

**Consequence for the eigenvectors.** Invariance means $S^2P=PS^2P$. Taking the adjoint gives $PS^2=PS^2P$, so $P$ and $S^2$ commute. Since $H$ also commutes with $S^2$,
$$S^2\,PHP=P\,S^2H\,P=P\,HS^2\,P=PHP\,S^2. \tag{8}$$
If $PHPc=Ec$, then $S^2c$ lies in the span and satisfies the same equation with the same $E$. For a nondegenerate $E$ it must be a multiple of $c$, so $c$ is a spin eigenstate. For a degenerate $E$, $S^2$ is Hermitian within the eigenspace and can be diagonalized there. An arbitrary vector from that eigenspace may still mix spins. $\blacksquare$

The theorem concerns the whole span. An individual eigenvector can be pure although the list is incomplete. For instance, add to the RHF determinant one arrangement of a singly excited configuration. By Brillouin's theorem their Hamiltonian matrix element vanishes, so the RHF determinant remains an eigenvector and is a singlet.

## Pure spin without complete determinant lists

Completion is not the only cure if the coefficients need not be free. A configuration state function is a fixed combination of arrangements with definite spin. Coupling orbitals 1 and 2 to a singlet, and likewise 3 and 4, gives
$$\Phi=\tfrac12(ud-du)(ud-du)=\tfrac12(udud-uddu-duud+dudu). \tag{9}$$
Here $x=0$, $y=\tfrac12$ and $z=-\tfrac12$. Their sum is zero, so $\Phi$ is a singlet although it uses four arrangements out of six.

Combining $\Phi$ with the six closed-shell determinants gives $-1.960910$ hartree and $\langle S^2\rangle=0$. Freeing the four coefficients gives the ten-determinant stage of the table, with $-1.966318$ hartree and $\langle S^2\rangle=0.0582$. The free calculation cannot lie higher, because its span contains the tied one. Here it is lower by 0.0054 hartree, but its vector is contaminated. A lower variational energy is therefore no evidence of purer spin. Both energies remain above the full-CI value, as they must, since both vectors lie in the full space.

## Deleting determinants from a singlet

Contamination can also arise if a pure vector is shortened without being optimized again. It does not arise if only whole configurations are deleted: $S^2$ does not connect configurations, so the part of a singlet in each configuration is itself a singlet. Let $\psi$ be a normalized singlet, and let $\delta$ be the part of it carried by the deleted determinants. Since $S^2\psi=0$ and $S^2$ is Hermitian, every term containing $\psi$ vanishes from $\langle\psi-\delta|S^2|\psi-\delta\rangle$. The remaining vector has squared norm $1-\langle\delta|\delta\rangle$, because $\delta$ is orthogonal to what is kept. Therefore
$$\langle S^2\rangle=\frac{\langle\delta|S^2|\delta\rangle}{1-\langle\delta|\delta\rangle}. \tag{10}$$

For one determinant with coefficient $c$ this is $(n/2)c^2/(1-c^2)$, which vanishes for a closed shell. For a flip pair of 1111 with common coefficient $c$, the two diagonal elements are 2 and the element between the partners is zero, since they differ by two exchanges. The numerator is $4c^2$ and the denominator $1-2c^2$.

In the full-CI vector the smallest of the three pair coefficients has magnitude 0.05748. Deleting that pair gives
$$\langle S^2\rangle=\frac{4(0.05748)^2}{1-2(0.05748)^2}=0.0133.$$
For small deleted coefficients the contamination is quadratic in them. It therefore fades as the discarded open-shell part shrinks, but a small discarded weight alone does not make the spin exact. The numerical check below tests these relations on the H4 matrices.

## Computed values

```
H4 chain, STO-3G, spacing = 3.0 bohr
determinants with M_s = 0: 36; with four open shells: 6
S2-closed subsets of these 6: 2 of 64 (empty and full)
RHF energy = -1.779173 hartree
full-CI energy = -1.970870 hartree
growth: number, added configuration, E/hartree, x, y, z, <S2>
  1 2200 -1.779173  0.00000  0.00000  0.00000 0.000000
  2 2020 -1.828088  0.00000  0.00000  0.00000 0.000000
  4 1111 -1.908053  0.00000  0.00000 -0.23103 0.213503
  5 0202 -1.938195  0.00000  0.00000 -0.25241 0.254850
  6 0022 -1.952235  0.00000  0.00000 -0.26684 0.284813
  7 0220 -1.954091  0.00000  0.00000 -0.26594 0.282903
  9 1111 -1.960506  0.00000  0.07530 -0.23383 0.100524
 10 2002 -1.966318  0.00000  0.09959 -0.22018 0.058173
 12 1111 -1.969404 -0.06311 -0.12789  0.19100 0.000000
 14 1012 -1.970087  0.06154  0.13051 -0.19204 0.000000
 16 0121 -1.970821 -0.05945 -0.13363  0.19309 0.000000
 18 1210 -1.970859  0.05826  0.13493 -0.19319 0.000000
 20 2101 -1.970870 -0.05748 -0.13579  0.19327 0.000000
largest triplet weight in growth below 1e-8: True
worst stage: 6 determinants, <S2> = 0.284813, quintet weight = 0.047469
  its energy = -1.952235 hartree
completed: 10 determinants, <S2> = 0.000000
  its energy = -1.962629 hartree, change = -0.010395 hartree
split pair: 3 determinants, open shells = 4, |c| = 0.24403
  triplet weight = 0.029774, quintet weight = 0.009925, <S2> = 0.119097
full CI: smallest of |x|,|y|,|z| = 0.05748; pair deleted: <S2> = 0.013302
closed shells: 6; open arrangements used: 4
tied: E = -1.960910 hartree, <S2> = 0.000000
free: E = -1.966318 hartree, <S2> = 0.058173
largest <S2> in growth: 0.027162 at 1.8 bohr, 0.284813 at 3.0 bohr
```
